# The Teter-Payne-Allan preconditioner: construction, limits and effect on convergence

A particle of unit mass in a periodic cell has the Hamiltonian $H=T+V$, expanded in plane waves of wave vector $G$, including $G=0$, up to a kinetic-energy cutoff. Hartree atomic units are used. Here $T_G=G^2/2$, $V$ is a real local potential with $V_{\min}\le V\le V_{\max}$, and $\bar V$ is its cell average. The lowest eigenstate is sought iteratively. A normalized trial state $\psi$ has energy $\varepsilon=\langle\psi|H|\psi\rangle$, kinetic energy $T_i=\langle\psi|T|\psi\rangle>0$ and residual $r=(H-\varepsilon)\psi$. A preconditioner multiplies each component $r_G$ by a positive weight $K$ before $r$ is used as a search direction. The problem is to find a good weight and to determine what it achieves.

## (a) The natural variable

**Find the weight suggested by the diagonal of $H$ at large $G$, in terms of $x=T_G/T_i$. Why can it not be used for all $G$?**

**Solution.** Let $\delta$ be the small correction that turns $\psi$ into an eigenvector. The energy $\varepsilon$ differs from the eigenvalue only in second order in $\delta$ (see part (f)), so to first order $(H-\varepsilon)(\psi+\delta)=0$, that is $(H-\varepsilon)\delta=-r$. At large $G$ the kinetic energy dominates the diagonal. The coupling of $\delta_G$ to other components through $V$ is neglected, which is an approximation: it requires that $\left|\sum_{G'\ne G}V_{GG'}\delta_{G'}\right|$ be small compared with $\left|(T_G+\bar V-\varepsilon)\,\delta_G\right|$. The larger $T_G$, the larger the coupled components may be; at small $G$ even components of the size of $\delta_G$ can spoil the estimate. The diagonal element of $V$ is $\bar V$, which leaves
$$(T_G+\bar V-\varepsilon)\,\delta_G\approx-r_G .$$
Since $\varepsilon=T_i+\langle V\rangle$,
$$T_G+\bar V-\varepsilon=T_i(x-1)+\bar V-\langle V\rangle .$$
If $\langle V\rangle=\bar V$, the weight is proportional to $1/(x-1)$. Otherwise the shift differs from 1, and only the leading behaviour $1/x$ survives as a general statement. In general the diagonal is $T_i(x-s)$ with shift $s=(\varepsilon-\bar V)/T_i$. For the lowest eigenstate itself $s=1$ cannot occur: the constant function has energy $\bar V$, so the lowest eigenvalue is at most $\bar V$ and $s\le0$. Close to that state the shift 1 is a convention, not a property of the diagonal.

The weight $1/(x-1)$ diverges at $x=1$ and is negative below it. It therefore cannot serve as a positive weight for all $G$. The choice made below is a weight that is constant at small $x$ and follows $1/(x-1)$ at large $x$. It is not the only possible one: when $\varepsilon<\bar V$, the full diagonal $T_G+\bar V-\varepsilon$ is positive for every $G$, and its inverse can also be used as a weight. The function constructed below is not shown to be the best weight: in the model of part (g) the inverse diagonal at $\varepsilon=\varepsilon_0$ gives a condition number near 4, against 17.3.

## (b) Constructing the function

**Normalize the weight to 1 at $x=0$ and choose the tail $1/[2(x-1)]$. Find every $K=P/Q$, with $P$ and $Q$ polynomials of degree at most 3 and 4 and $Q(0)\ne0$, such that**
$$K=1+O(x^4)\ (x\to0),\qquad \frac1K=2x-2+O(x^{-3})\ (x\to\infty).$$

**Solution.** The factor 2 is a design choice. A common factor in all weights would be absorbed by the step length, but with $K(0)=1$ fixed, the 2 sets the weight of high components relative to low ones.

The first condition gives $P-Q=(K-1)Q=O(x^4)$. Since $P-Q$ has degree at most 4, it is a multiple of $x^4$, so
$$Q=P+cx^4 ,\qquad \frac1K=1+\frac{cx^4}{P}.$$
The second condition becomes $cx^4/P=2x-3+O(x^{-3})$. The left side must grow linearly, so $c\neq0$ and $P$ has degree 3. Multiplication by $P$ turns the remainder into a bounded term. Being a difference of polynomials, it is a constant:
$$(2x-3)P=cx^4+\text{constant}.$$
With $P=p_0+p_1x+p_2x^2+p_3x^3$, the left side is
$$2p_3x^4+(2p_2-3p_3)x^3+(2p_1-3p_2)x^2+(2p_0-3p_1)x-3p_0 .$$
Hence $c=2p_3$, $p_2=\tfrac32p_3$, $p_1=\tfrac32p_2$ and $p_0=\tfrac32p_1$. A common factor cancels in $P/Q$. Taking $p_3=8$ gives $p_2=12$, $p_1=18$, $p_0=27$ and $c=16$:
$$K(x)=\frac{N}{N+16x^4},\qquad N=27+18x+12x^2+8x^3 .$$
This is the Teter-Payne-Allan function. The same comparison gives $(2x-3)N=16x^4-81$. Dividing by $N$ and adding 1 to $16x^4/N$ yields an identity for all $x\ge0$:
$$\frac1K=2(x-1)+\frac{81}{N}. \tag{1}$$
Because $81/N=O(x^{-3})$ and $1-K=16x^4/(N+16x^4)=O(x^4)$, both conditions are indeed met, and the solution is unique.

Flatness through third order and the leading tail $1/(2x)$ would not suffice. The function $(1+x^3)/(1+x^3+2x^4)$ has both: it differs from 1 by $-2x^4/(1+x^3+2x^4)$, and $x$ times it tends to $1/2$.

## (c) Shape and accuracy of the limits

**Show that $K$ decreases strictly from 1 to 0. Find its first two corrections at small $x$, and the errors of the tails $1/(2x)$ and $1/[2(x-1)]$.**

**Solution.** Put $y=2x/3$. Then $N=27(1+y+y^2+y^3)$ and $16x^4=81y^4$, so
$$\frac1K=1+h,\qquad h=\frac{3y^4}{1+y+y^2+y^3}=\frac{3}{y^{-4}+y^{-3}+y^{-2}+y^{-1}} .$$
Every term in the last denominator decreases with $y$, so $h$ rises strictly from 0 to infinity and $K$ falls strictly from 1 to 0. All weights are positive at finite $G$, so $K$ is a positive definite operator.

For $y<1$ the geometric sum gives
$$\frac1{1+y+y^2+y^3}=\frac{1-y}{1-y^4}=1-y+O(y^4).$$
Thus $h=3y^4-3y^5+O(y^8)$. Since $h^2=O(y^8)$, $K=1-h+O(h^2)$ becomes
$$K=1-3y^4+3y^5+O(y^8)=1-\frac{16}{27}x^4+\frac{32}{81}x^5+O(x^8).$$
The first three derivatives vanish at $x=0$. At $x=0.1$, $1-K=5.53\times10^{-5}$, while the fourth-order term alone gives $5.93\times10^{-5}$.

For $x>1$, equation (1) gives
$$K-\frac1{2(x-1)}=-\frac{81/N}{2(x-1)\,[2(x-1)+81/N]}\simeq-\frac{81}{32x^5},$$
using $N\simeq8x^3$ at large $x$. At large $x$ the simpler tail is much less accurate: $2xK-1\simeq1/x$. Close to $x=1$, where the shifted tail diverges, the simpler one is the better of the two. The ratio of $K$ to $1/(2x)$ thus approaches 1 only as $1+1/x$.

| $x$ | $K$ | $1/(2x)$ | $1/[2(x-1)]$ |
|---|---|---|---|
| 2 | 0.4060 | 0.2500 | 0.5000 |
| 5 | 0.1241 | 0.1000 | 0.1250 |
| 10 | 0.05553 | 0.05000 | 0.05556 |

At $x=10$, relative to $K$, the simple tail is 10% too small and the shifted one 0.05% too large. By (1), $K=1/(2x)$ requires $81/N=2$. As $N$ increases with $x$, this happens once, at $x=0.514$. Above that point $K$ exceeds $1/(2x)$.

## (d) The preconditioned kinetic energy

**The product $KT_G=T_i\,xK$ is the kinetic energy after preconditioning. Show that $xK$ has a single maximum, and find it.**

**Solution.** From (1),
$$\frac1{xK}=2-\frac2x+\frac{81}{xN},\qquad \frac{d}{dx}\frac1{xK}=\frac{2N^2-81(N+xN')}{x^2N^2}.$$
Here
$$N^2=729+972x+972x^2+864x^3+432x^4+192x^5+64x^6,$$
$$N+xN'=27+36x+36x^2+32x^3 ,$$
so the numerator is
$$128x^6+384x^5+864x^4-864x^3-972x^2-972x-729 .$$
Divided by $x^3$, it becomes
$$128x^3+384x^2+864x-864-\frac{972}{x}-\frac{972}{x^2}-\frac{729}{x^3},$$
which increases strictly from $-\infty$ to $+\infty$. It has one zero, so $1/(xK)$ first falls and then rises. Accordingly $xK$ rises from 0 to one maximum and then falls towards $1/2$. Numerically the maximum is $m=0.859$, at $x=1.401$. The kinetic energy, unbounded as the cutoff grows, has become an operator bounded by $mT_i$.

## (e) Independence of the cutoff

**Let $\varepsilon_0$ be the nondegenerate lowest eigenvalue in the basis, $\psi_0$ its eigenvector, $g$ the gap to the next level, and $A=H-\varepsilon_0$. Take $T_i$ from $\psi_0$. Bound the nonzero eigenvalues of $M=K^{1/2}AK^{1/2}$ from both sides, and compare with $A$ itself.**

**Solution.** *Upper bound.* For normalized $w$ let $u=K^{1/2}w$. Then
$$\langle w|M|w\rangle=T_i\sum_G x_GK_G|w_G|^2+\langle u|V-\varepsilon_0|u\rangle .$$
The sum is at most $m$. The constant function lies in the basis and has energy $\bar V$, so $\varepsilon_0\le\bar V\le V_{\max}$. Since $K\le1$, also $\langle u|u\rangle\le1$. Therefore
$$M\le b_+=mT_i+V_{\max}-\varepsilon_0 .$$

*Lower bound.* $M$ has one zero eigenvalue, with eigenvector $K^{-1/2}\psi_0$. By the min-max principle, its second eigenvalue is at least the minimum of $\langle w|M|w\rangle/\langle w|w\rangle$ over any subspace of codimension one. Choose the vectors $w=K^{-1/2}u$ with $u\perp\psi_0$. The quotient is then $\langle u|A|u\rangle/\langle u|K^{-1}|u\rangle$. Normalize $u$ and write $\alpha=\langle u|A|u\rangle\ge g$. Since $N\ge27$, equation (1) gives $1/K\le1+2x$. Furthermore,
$$\langle u|T|u\rangle=\alpha+\varepsilon_0-\langle u|V|u\rangle\le\alpha+\varepsilon_0-V_{\min}.$$
The quotient is therefore at least
$$\frac{\alpha}{1+2(\alpha+\varepsilon_0-V_{\min})/T_i}.$$
This has the form $\alpha/(p+q\alpha)$ with $q>0$ and, because $\varepsilon_0\ge V_{\min}$, $p>0$. Its derivative $p/(p+q\alpha)^2$ is positive, so the smallest value occurs at $\alpha=g$:
$$M\ge a_-=\frac{g}{1+2(g+\varepsilon_0-V_{\min})/T_i}$$
apart from the zero eigenvalue.

The condition number $\kappa$, the ratio of the largest to the smallest nonzero eigenvalue, is thus at most $b_+/a_-$. The cutoff enters this bound only through $\varepsilon_0$, $g$ and $T_i$, which settle as the basis is completed. For $A$ alone, the largest eigenvalue is no smaller than the largest diagonal element, so
$$\kappa_A\ge\frac{T_{\max}+\bar V-\varepsilon_0}{g},$$
where $T_{\max}$ is the largest $T_G$ in the basis. This grows linearly with $T_{\max}$.

The protection concerns high kinetic energies. As $g\to0$ the bound $b_+/a_-$ diverges, and for an unbounded potential it does not apply.

## (f) Rate of convergence

**In preconditioned steepest descent, each step minimizes the energy in the span of $\psi$ and $Kr$. Bound the reduction of the energy error per step close to $\psi_0$.**

**Solution.** Write $\psi\propto\psi_0+\delta$ with $\delta\perp\psi_0$ small. Then
$$\varepsilon-\varepsilon_0=\frac{\langle\delta|A|\delta\rangle}{1+\langle\delta|\delta\rangle}\simeq\langle\delta|A|\delta\rangle,\qquad r\simeq A\delta .$$
The part of $Kr$ along $\psi_0$ changes the normalization, which affects $\delta$ in second order only. The change of $K$ through $T_i$ also enters in second order. With $\Pi=1-|\psi_0\rangle\langle\psi_0|$ and $B=\Pi K\Pi$, a step of length $t$ is, to leading order,
$$\delta'=\delta-tBA\delta .$$
On the complement of $\psi_0$, $B$ is positive. Set $\delta=B^{1/2}\eta$ and $S=B^{1/2}AB^{1/2}$. The error is $\langle\eta|S|\eta\rangle$, and $\eta'=\eta-tS\eta$.

$S$ has the nonzero spectrum of $M$. Indeed, $X^\dagger X$ and $XX^\dagger$ share their nonzero eigenvalues. This links $S$ to $A^{1/2}BA^{1/2}$, which equals $A^{1/2}KA^{1/2}$ because $A^{1/2}\Pi=A^{1/2}$, and then links the latter to $M$.

With $\rho=S\eta$, the new error is
$$\langle\eta|S|\eta\rangle-2t\langle\rho|\rho\rangle+t^2\langle\rho|S|\rho\rangle ,$$
smallest at $t=\langle\rho|\rho\rangle/\langle\rho|S|\rho\rangle$. Since $\langle\eta|S|\eta\rangle=\langle\rho|S^{-1}|\rho\rangle$, the error is multiplied by
$$f=1-\frac{\langle\rho|\rho\rangle^2}{\langle\rho|S|\rho\rangle\langle\rho|S^{-1}|\rho\rangle}.$$
Let the spectrum of $S$ lie in $[a,b]$. Then $(b-S)(S-a)S^{-1}\ge0$, that is, $S+abS^{-1}\le a+b$. For normalized $\rho$, the inequality between arithmetic and geometric means gives
$$2\sqrt{ab\,\langle S\rangle\langle S^{-1}\rangle}\le\langle S\rangle+ab\langle S^{-1}\rangle\le a+b .$$
Hence
$$f\le1-\frac{4ab}{(a+b)^2}=\left(\frac{\kappa-1}{\kappa+1}\right)^2,\qquad \kappa=\frac ba .$$

## (g) A model calculation

**Take $V=-v\cos(2\pi z/L)$ in one dimension, with $v=1$ hartree and $L=10$ bohr. Evaluate the bounds and compare them with diagonalization and with actual descents.**

**Solution.** Here $V_{\max}=-V_{\min}=1$ hartree and $\bar V=0$. Diagonalization gives $\varepsilon_0=-0.6987$, $g=0.5743$ and $T_i=0.1438$ hartree. The bounds of part (e) are, in hartree,
$$b_+=0.859\times0.1438+1+0.6987=1.822,$$
$$a_-=\frac{0.5743}{1+2(0.5743-0.6987+1)/0.1438}=0.0436 ,$$
so $\kappa\le41.8$. The computed nonzero spectrum of $M$ runs from 0.0696 to 1.2008 hartree, giving $\kappa=17.3$.

The descents start from coefficients proportional to $(1+\tfrac12\sin n)/(1+T_G)$, with $G=2\pi n/L$ and $T_G$ in hartree, at each cutoff. They update $T_i$ at every step, and stop when the energy error falls below $10^{-10}$ hartree.

| Cutoff (hartree) | $\kappa_A$ | $\kappa$ | Steps, no $K$ | Steps, with $K$ |
|---|---|---|---|---|
| 20 | 35.7 | 17.3 | 183 | 71 |
| 80 | 138.8 | 17.3 | 706 | 70 |
| 320 | 551.1 | 17.3 | 2786 | 70 |

Without $K$, the number of steps grows by a factor of 15 between the first and last rows, as does $\kappa_A$. With $K$ it hardly changes. For this starting state the gain is a factor of 2.6 at the lowest cutoff and 40 at the highest. Other starting states give other factors.

For $\kappa=17.26$, part (f) gives $f\le(16.26/18.26)^2=0.793$. For errors between $10^{-9}$ and $10^{-6}$ hartree, the largest observed factors lie between 0.776 and 0.783.

By part (a) the shift of the lowest state is never positive, and here it is far from 1. The state sits in the well, with $\langle V\rangle=-0.843$ hartree, far from $\bar V=0$. The diagonal is $T_G-\varepsilon_0=T_i(x+4.86)$, not $T_i(x-1)$. At large $x$,
$$\frac{K_G(H_{GG}-\varepsilon_0)}{T_i}\simeq\frac{x+4.86}{2(x-1)}=\frac12+\frac{5.86}{2(x-1)} .$$
At the largest $G$ of the highest cutoff, $x=315.8/0.1438=2196$, and this gives 0.5013, the computed value. The leading tail keeps the diagonal elements near $T_i/2$ once $x$ is large compared with the mismatch 5.86 of the shifts, although the shift is wrong. At the largest $G$ the ratio is 0.52 for the 20 hartree cutoff, and it approaches $1/2$ as the cutoff grows. The smallest nonzero eigenvalue of $M$ lies 3% below $T_i/2=0.0719$ hartree, which is no contradiction: $T_i/2$ is the limit of diagonal elements, and these do not bound the spectrum from below.

The numerical check checks the expansions, the uniqueness, the spectral bounds and the contraction factor numerically or symbolically, and compares $\varepsilon_0$ and $g$ with Mathieu characteristic values.

## Calculated quantities

```
x, K, 1/(2x), 1/(2(x-1)) (dimensionless)
    0.1  0.999945  5.000000  not used
    0.5  0.975610  1.000000  not used
    1.0  0.802469  0.500000  not used
    1.5  0.571429  0.333333  1.000000
    2.0  0.406032  0.250000  0.500000
    5.0  0.124113  0.100000  0.125000
   10.0  0.055529  0.050000  0.055556
  100.0  0.005051  0.005000  0.005051
1-K at x=0.1: 5.5307e-05; leading term: 5.9259e-05
x=10: relative error of 1/(2x): -9.957 %
x=10: relative error of 1/(2(x-1)): 0.0478 %
K crosses 1/(2x) at x = 0.51376
maximum of xK: 0.85926 at x = 1.40143
model: v = 1.0 hartree, L = 10.0 bohr
cutoff 20 hartree: 21 plane waves
  largest T_G: 19.739 hartree
  condition number without K: 35.70 (lower bound 35.59)
  condition number with K: 17.264 (upper bound 41.81)
  nonzero spectrum with K: 0.06956 to 1.20082 hartree
  steps without K: 183, with K: 71
  largest error factor per step with K: 0.7824 (bound 0.7930)
  K_G(H_GG-eps0)/T_i at largest G: 0.52150
cutoff 80 hartree: 41 plane waves
  largest T_G: 78.957 hartree
  condition number without K: 138.75 (lower bound 138.69)
  condition number with K: 17.264 (upper bound 41.81)
  nonzero spectrum with K: 0.06956 to 1.20082 hartree
  steps without K: 706, with K: 70
  largest error factor per step with K: 0.7765 (bound 0.7930)
  K_G(H_GG-eps0)/T_i at largest G: 0.50535
cutoff 320 hartree: 81 plane waves
  largest T_G: 315.827 hartree
  condition number without K: 551.14 (lower bound 551.12)
  condition number with K: 17.264 (upper bound 41.81)
  nonzero spectrum with K: 0.06956 to 1.20082 hartree
  steps without K: 2786, with K: 70
  largest error factor per step with K: 0.7768 (bound 0.7930)
  K_G(H_GG-eps0)/T_i at largest G: 0.50133
eps0 = -0.698742 hartree (Mathieu value -0.698742)
gap g = 0.574336 hartree
T_i = 0.143803 hartree; T_i/2 = 0.071901 hartree
<V> = -0.842545 hartree; cell average of V = 0.0 hartree
actual shift eps0/T_i = -4.8590 (K has shift 1)
energy error at which descent stops: 1e-10 hartree
```
